# The Penn gap of a crystal and its first spread correction

## 1. What dimensions fix, and what they leave open

A static electric field displaces the electrons of an insulator until the crystal binding balances the force. Let $\alpha$ be the mean displacement of an electron per unit force, with dimension time$^2$/mass. Suppose that the binding is described by one transition energy $E_g$, and so by one frequency $E_g/\hbar$. From the electron mass $m$, this frequency and $\hbar$, there is one combination with the right dimension:

$$\alpha = C\,\frac{\hbar^2}{mE_g^2}.$$

A further power of $\hbar$ at fixed frequency would bring in a length that nothing else could cancel. The polarization is proportional to the electron density $n$, so the dielectric constant must have the form

$$\epsilon-1 = C\left(\frac{\hbar\omega_p}{E_g}\right)^2,\qquad \omega_p^2=\frac{ne^2}{\epsilon_0 m}.$$

In a cubic crystal the dielectric tensor is a single number, so one field direction suffices. Dimensions do not give $C$. A crystal also has a lattice constant, on which $C$ might depend. The f-sum rule, which fixes the total strength of all transitions, gives $C=1$ when all of that strength lies at the single energy $E_g$. For a spread of transition energies, $C$ depends on which energy is called the gap.

From here on, Hartree atomic units are used: $\hbar=m=e=1$, the electron charge is $-1$, and $\omega_p^2=4\pi n$. The nuclei are fixed. The electrons are independent, move in a local periodic potential $V$, and fill whole bands. The driving field is the macroscopic field inside the crystal.

## 2. The sum rule

Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}u_{v\mathbf k}$. Its periodic part is an eigenstate of $H(\mathbf k)=\tfrac12(\mathbf p+\mathbf k)^2+V$ with energy $E_v$. Let $\pi=p_x+k_x$. A shift of $k_x$ by $\delta$ gives

$$H(k_x+\delta)=H(k_x)+\delta\,\pi+\tfrac12\delta^2 .$$

Second-order perturbation theory for a non-degenerate band then gives

$$E_v(k_x+\delta)=E_v+\delta\,\pi_{vv}+\delta^2\left[\frac12-\sum_{n\ne v}\frac{|\pi_{nv}|^2}{E_n-E_v}\right]+\dots$$

The coefficient of $\delta^2$ is half the band curvature. With the oscillator strength

$$f_{nv}=\frac{2|\pi_{nv}|^2}{E_n-E_v}$$

it follows that

$$\sum_{n\neq v}f_{nv}=1-\frac{\partial^2E_v}{\partial k_x^2}. \tag{1}$$

Now sum over the filled bands. Exchanging $n$ and $v$ reverses the denominator and leaves $|\pi_{nv}|^2$ unchanged, so $f_{nv}=-f_{vn}$. Transitions between two filled bands therefore cancel in pairs. Next, average over the Brillouin zone. The band energy is periodic in $\mathbf k$, so its derivative returns to the same value across the zone, and the average of its second derivative is zero. If filled bands touch each other, the argument applies to the sum of their energies, which stays smooth while a gap separates them from the empty bands.

What remains is one unit of strength per electron. Label the transitions from filled to empty bands by $j$, with energies $\omega_j$ and strengths $f_j$ per electron, where the zone average is included in the sum:

$$\sum_j f_j=1. \tag{2}$$

I take the empty states at each $\mathbf k$ to lie above the filled ones, so that $f_j\ge0$. The strengths then act as weights, and $\langle g\rangle=\sum_j f_j\,g(\omega_j)$ is an average over the spectrum.

For partly filled bands, the curvature averaged over the occupied states need not vanish. If it does not, a constant weak force makes the mean velocity grow steadily at first order, and the static result below does not apply.

## 3. From a kick to the dielectric constant

Let a short uniform force give every electron the momentum $A$. Each orbital is multiplied by $e^{iAx}$, so $u_{v\mathbf k}$ afterwards evolves under $H(k_x+A)$. To first order in $A$ the perturbation is $A\pi$. With $\omega=E_n-E_v$, the amplitude in band $n$ in the interaction picture is

$$c_n(t)=-iA\pi_{nv}\int_0^t e^{i\omega t'}dt'=-\frac{A\pi_{nv}}{\omega}\left(e^{i\omega t}-1\right).$$

The velocity operator is now $\pi+A$, and its expectation value is

$$v(t)=\pi_{vv}+A+2\,\mathrm{Re}\sum_{n\ne v}\pi_{vn}c_n e^{-i\omega t}
=\pi_{vv}+A\left[1-\sum_{n\neq v} f_{nv}+\sum_{n\neq v} f_{nv}\cos\omega t\right].$$

Here $\pi_{vv}=\partial E_v/\partial k_x$ averages to zero over the zone. By (1), so does $1-\sum f_{nv}$. Filled pairs cancel in the last sum because the cosine is even in $\omega$. The mean velocity per electron is

$$\bar v(t)=A\sum_j f_j\cos\omega_jt. \tag{3}$$

At $t=0$ this equals $A$: just after the kick, the electrons move as if free. That is the physical content of (2).

Integration gives the displacement $A\sum_j f_j\sin(\omega_jt)/\omega_j$. A general weak force $F(t)$ is a sequence of kicks $F(t')\,dt'$, so the displacements add. For $F=F_0e^{-i\Omega t+\eta t}$, switched on slowly with $\eta>0$, put $\tau=t-t'$. The required integral is

$$\int_0^\infty e^{(i\Omega-\eta)\tau}\sin(\omega_j\tau)\,d\tau=\frac{\omega_j}{\omega_j^2+(\eta-i\Omega)^2}\;\longrightarrow\;\frac{\omega_j}{\omega_j^2-\Omega^2}$$

as $\eta\to0$, away from resonance. Dividing by $\omega_j$ and summing gives the displacement per unit force,

$$\alpha(\Omega)=\left\langle\frac1{\omega^2-\Omega^2}\right\rangle .$$

A field $\mathcal E$ exerts the force $-\mathcal E$ and causes the displacement $-\alpha\mathcal E$. The charge is also $-1$, so the two signs cancel and $P=n\alpha\mathcal E$. With $\epsilon\mathcal E=\mathcal E+4\pi P$,

$$\epsilon(\Omega)=1+\omega_p^2\left\langle\frac1{\omega^2-\Omega^2}\right\rangle,\qquad
\epsilon\equiv\epsilon(0)=1+\omega_p^2\left\langle\frac1{\omega^2}\right\rangle. \tag{4}$$

## 4. Leading order: one average gap

If all strength lies at $\omega=E_g$, then (2) and (4) give

$$\epsilon=1+\left(\frac{\omega_p}{E_g}\right)^2,\qquad E_g=\frac{\omega_p}{\sqrt{\epsilon-1}}. \tag{5}$$

This is the simplest form of the Penn estimate, and it gives $C=1$ for a single line. In this text, "Penn gap" means the $E_g$ of (5). For a spectrum of finite width, (5) can be kept as an identity by defining

$$\frac1{E_g^2}=\left\langle\frac1{\omega^2}\right\rangle. \tag{6}$$

The approximation then lies in reading $E_g$ as a typical transition energy. Since $1/\omega^2\le1/\omega_{\min}^2$ for every transition, $E_g$ cannot be smaller than the lowest direct transition energy $\omega_{\min}$. "Direct" means at fixed $\mathbf k$, because a uniform field connects states of equal $\mathbf k$.

## 5. The first correction

Let $\bar\omega=\langle\omega\rangle$, $x=\omega/\bar\omega$ and $y=x-1$, so that $\langle y\rangle=0$. The relative spread is $s=\sqrt{\langle y^2\rangle}$. Direct algebra gives

$$\frac1{x^2}-1+2(x-1)=\frac{1-3x^2+2x^3}{x^2}=\frac{(x-1)^2(2x+1)}{x^2}.$$

On averaging, the linear term drops out:

$$\frac{\bar\omega^2}{E_g^2}=1+\left\langle y^2\,\frac{2x+1}{x^2}\right\rangle. \tag{7}$$

The last average is not negative, so $E_g\le\bar\omega$. Together with the lower bound,

$$\omega_{\min}\le E_g\le\bar\omega .$$

For a narrow spectrum, expand $(2x+1)/x^2=(3+2y)/(1+y)^2=3-4y+5y^2-\dots$. If the shape of the spectrum is held fixed and bounded while its width shrinks, $\langle y^3\rangle$ is of order $s^3$. Hence

$$\epsilon-1=\frac{\omega_p^2}{\bar\omega^2}\left[1+3s^2+O(s^3)\right],\qquad
E_g=\bar\omega\left[1-\tfrac32s^2+O(s^3)\right]. \tag{8}$$

The second form follows from the first by taking the power $-1/2$ of the bracket. The correction raises $\epsilon$ because soft transitions gain more in $1/\omega^2$ than equally distant hard ones lose.

Two equal lines at $\bar\omega(1\pm s)$ show the next order:

$$\frac12\left[\frac1{(1+s)^2}+\frac1{(1-s)^2}\right]=\frac{1+s^2}{(1-s^2)^2}=1+3s^2+5s^4+\dots$$

The cubic term is absent here by symmetry. As $s\to1$ the lower line approaches zero energy and the response diverges, so the narrow-spectrum expansion fails.

**The opposite limit in frequency.** When $\Omega$ lies far above all transitions that carry appreciable strength, expanding (4) in $\omega^2/\Omega^2$ gives

$$\epsilon(\Omega)=1-\frac{\omega_p^2}{\Omega^2}\left[1+\frac{\langle\omega^2\rangle}{\Omega^2}+\dots\right],$$

provided that $\langle\omega^2\rangle$ is finite. The leading term contains no gap: the field reverses before the binding can act. The binding enters through the first correction, as $\langle\omega^2\rangle$, which equals $E_g^2$ only for a single line and is larger otherwise. In the static limit the binding enters at leading order.

## 6. A crystal in which the gaps are known

Take $V=V_0[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]$ with $a=10$ bohr, $V_0=0.10$ hartree and two electrons per cell. The orbitals are products of one-dimensional factors. The operator $p_x$ changes the $x$ factor alone, so one-dimensional bands give the response.

At $k=0$ the strengths from the lowest band sum to 0.3544, and its curvature is 0.6456, in agreement with (1). The zone average of the strength is 1.000000. The sum rule thus holds for the filled band, not for each $k$ separately.

The density is $n=2/a^3=0.0020$ bohr$^{-3}$, so $\omega_p=\sqrt{4\pi n}=0.1585$ hartree. The strengths give $\alpha=71.683$ atomic units. An independent calculation uses the energy of cells of 20 and 40 lattice periods in a weak, slowly varying potential; extrapolated to zero wave number, it gives 71.682. Therefore

$$\epsilon=1+(0.1585)^2\times71.68=2.80,\qquad E_g=\frac1{\sqrt{71.68}}=0.1181\ \text{hartree}.$$

The energies are ordered as follows:

- fundamental gap: 0.0649 hartree
- lowest direct gap: 0.0984 hartree
- Penn gap: 0.1181 hartree
- mean transition energy: 0.1314 hartree

The fundamental gap is the smallest because it joins states at different $\mathbf k$. Its use in (5) would overestimate the response. Even the lowest direct gap gives the upper bound $\epsilon\le3.59$, well above the independent-electron value 2.80.

Using the mean energy without a spread correction gives $1+(0.1585/0.1314)^2=2.455$. This misses 19% of the $\epsilon-1$ computed above. The complete correction in (7) is $(0.1314/0.1181)^2-1=0.24$. It contains all orders in the spread. This spectrum is not narrow: $s\approx0.37$, so $3s^2\approx0.42$ overshoots the complete correction, and the truncated form (8) is not accurate for this crystal.

The kick shows the spread in time. A single line at $E_g$ would give $\bar v/A=0$ at $t=13.30$ and $-1$ at $t=26.60$ atomic units. The calculated values are $-0.0753$ and $-0.7057$, both from explicit time evolution and from (3). The different frequencies have moved out of phase.

## 7. Silicon and diamond

The inputs are rough measured values, not computed ones: $a\approx5.4$ Å and $\epsilon\approx12$ for silicon, $a\approx3.6$ Å and $\epsilon\approx5.7$ for diamond. The cubic cell holds 8 atoms with 4 valence electrons each, so $n=32/a^3$.

The measured static constant may be used although the nuclei were held fixed. Inversion about a bond centre exchanges the two atoms of the primitive cell. It leaves their relative displacement unchanged but would reverse a dipole. That displacement therefore produces no dipole at first order.

For silicon, $n=0.03011$ bohr$^{-3}$ and

$$\omega_p=\sqrt{4\pi n}=0.6152\ \text{hartree}=16.74\ \text{eV},\qquad
E_g=\frac{16.74}{\sqrt{11}}=5.05\ \text{eV}.$$

For diamond, $n=0.10164$ bohr$^{-3}$ and

$$\omega_p=1.1301\ \text{hartree}=30.75\ \text{eV},\qquad
E_g=\frac{30.75}{\sqrt{4.7}}\approx14.2\ \text{eV}.$$

Since $E_g\propto a^{-3/2}(\epsilon-1)^{-1/2}$, small input errors obey

$$\frac{\delta E_g}{E_g}=-\frac32\frac{\delta a}{a}-\frac12\frac{\delta\epsilon}{\epsilon-1}.$$

Rounding of the inputs allows 4.87 to 5.24 eV for silicon and 13.82 to 14.56 eV for diamond. About 5 and 14 eV are the appropriate statements. Penn's original two-band model multiplies $(\omega_p/E_g)^2$ by $1-E_g/4E_F+\tfrac13(E_g/4E_F)^2$, with $E_F=\tfrac12(3\pi^2n)^{2/3}$. This factor is about 0.9 here and gives about 4.8 and 13.4 eV from the same inputs, so gaps defined in that way are somewhat lower than those of (5). The ratio of the gaps, 2.8, is the product of 1.84 from the higher electron density of diamond and 1.53 from its smaller $\epsilon-1$.

The fundamental gaps are roughly 1.1 and 5.5 eV. There is no contradiction: a fundamental gap belongs to the band extrema, while $E_g$ averages direct transitions over the whole zone. The value of $\epsilon$ alone does not determine $s$, so it cannot supply the correction from $E_g$ to $\bar\omega$.

## 8. Core electrons and interactions

Let $N_c$ be the number of core electrons per atom and $E_c$ their lowest excitation energy into empty states. Their strength is at most $N_c$ per atom, while $\omega_p^2$ counts four electrons per atom. Their part of $\epsilon$ therefore satisfies

$$\Delta\epsilon_c\le\frac{N_c}{4}\left(\frac{\omega_p}{E_c}\right)^2.$$

With rough energies $E_c\approx100$ eV for silicon ($N_c=10$) and 280 eV for diamond ($N_c=2$), the bounds are 0.070 and 0.006. For silicon this is below 0.7% of $\epsilon-1$. Removing it would raise $E_g$ by under 0.4%, less than the rounding uncertainty.

A second effect has the same sign. Core electrons cannot enter filled valence states. By the pair cancellation of Section 2, the strength $T$ per atom of these blocked transitions is added to the valence strength, which becomes $4+T$. For small $T$ this raises the inferred gap by the fraction $T/8$. The one-dimensional bands of the model potential, with the lowest two filled, show the transfer in extreme form (this filling belongs to a single chain, not to the cubic crystal, whose second bands for the three directions overlap): the lower band keeps 0.0360 of its unit of strength, and the upper has 1.9640. A single chain gives no estimate of $T$ for silicon or diamond, and nothing shown here makes $T/8$ smaller than the first core effect or than the rounding uncertainty.

In time-dependent density functional theory, the induced Hartree and exchange-correlation potentials change the energies and strengths of the independent-electron spectrum. The model crystal omits this change, so its $\epsilon=2.80$ is an independent-electron value. The change need not be small: local fields from the induced Hartree potential lower $\epsilon$, and strongly so for electrons as localized as in this model. The gaps of Section 7 come from a measured $\epsilon$, so they average the interacting spectrum, not differences of band energies. With a local, adiabatic functional, the kick still adds $A$ to the velocity of every electron and leaves the density momentarily unchanged, so the initial response that expresses the sum rule is preserved. A nonlocal pseudopotential adds a term to the velocity operator, and the simple count of electrons then needs a correction.

The numerical output below lists the main values used here.

## Calculated quantities

```
MODEL CRYSTAL
lattice constant = 10.0 bohr
potential amplitude = 0.10 hartree
strength sum at k=0 = 0.3544
band curvature at k=0 = 0.6456
zone-averaged strength sum = 1.000000
share of first transition = 0.9640
two filled bands, lower to empty = 0.0360
two filled bands, upper to empty = 1.9640
t = 0.00 a.u.: v/kick = 1.0000, formula 1.0000
t = 13.30 a.u.: v/kick = -0.0753, formula -0.0753
t = 26.60 a.u.: v/kick = -0.7057, formula -0.7057
alpha from strengths = 71.683 a.u.
alpha from supercell = 71.682 a.u.
electron density = 0.0020 bohr^-3
plasma energy = 0.1585 hartree
dielectric constant = 2.802
upper bound from direct gap = 3.594
fundamental gap = 0.0649 hartree
lowest direct gap = 0.0984 hartree
Penn gap = 0.1181 hartree
mean transition energy = 0.1314 hartree
atoms per cubic cell = 8
SILICON
rough lattice constant = 5.4 angstrom
rough dielectric constant = 12
valence density = 0.03011 bohr^-3
plasma energy = 0.6152 hartree
plasma energy = 16.74 eV
Penn gap = 0.1855 hartree
Penn gap = 5.05 eV
rounding range = 4.87 to 5.24 eV
core electrons = 10, rough energy = 100 eV
bound on core part of eps = 0.0701
DIAMOND
rough lattice constant = 3.6 angstrom
rough dielectric constant = 5.7
valence density = 0.10164 bohr^-3
plasma energy = 1.1301 hartree
plasma energy = 30.75 eV
Penn gap = 0.5213 hartree
Penn gap = 14.19 eV
rounding range = 13.82 to 14.56 eV
core electrons = 2, rough energy = 280 eV
bound on core part of eps = 0.0060
```
